\section*{Defect clusters with an equal equilibrium constant for every monomer addition, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the size distribution and its meaning}

Identical point defects in a crystal can stay isolated or join into clusters. A cluster of $n$ defects is called an $n$-mer, an isolated defect is a monomer, and $c_n$ is the number of $n$-mers per unit volume. The defects may be vacancies, self-interstitials or impurity atoms, provided that they are all of one kind. Clusters grow and shrink by the reaction
\begin{equation}
\text{monomer}+(n-1)\text{-mer}\;\rightleftharpoons\; n\text{-mer},\qquad n\ge 2,
\end{equation}
whose equilibrium constant is defined by concentrations,
\begin{equation}
K_n=\frac{c_n}{c_1c_{n-1}} .
\label{Kdef}
\end{equation}
It has the dimension of a volume. The problem concerns the case in which $K_n$ has one value $K$ for every $n$.

The following assumptions hold throughout unless a part changes one of them. The clusters are dilute, so they interact only by reacting. The temperature $T$ is uniform. All defects and clusters are electrically neutral, so the Fermi level does not enter. The total defect content
\begin{equation}
C=\sum_{n\ge1} n\,c_n
\label{content}
\end{equation}
is conserved while the clusters come to equilibrium with one another. No largest cluster size is imposed.

\subsection*{(a) From binding energy to equilibrium constant}

The crystal has $N_s$ equivalent defect sites per unit volume. An $n$-mer placed at a given site can take $g_n$ configurations of equal energy, and its energy relative to $n$ isolated defects is $E_n$, so that $E_1=0$. Minimise the free energy at fixed $C$ and find $K_n$. What must be true of $E_n$ and $g_n$ for $K_n$ to be independent of $n$?

\paragraph{Solution.} Let a volume $V$ hold $N_n=Vc_n$ clusters of size $n$. Each can be placed in $g_nN_sV$ ways. Because the mixture is dilute, the sites blocked by other clusters can be neglected, and clusters of one size are indistinguishable. The number of arrangements is therefore
\begin{equation}
W=\prod_n\frac{(g_nN_sV)^{N_n}}{N_n!}.
\end{equation}
The free energy is $F=\sum_nN_nE_n-kT\ln W$. With Stirling's approximation, $\ln N_n!\simeq N_n\ln N_n-N_n$, and $N_n=Vc_n$, the free energy per volume becomes
\begin{equation}
\frac{F}{V}=\sum_n c_n\left[E_n+kT\left(\ln\frac{c_n}{g_nN_s}-1\right)\right].
\end{equation}
To hold $C$ fixed, subtract $\mu\sum_n nc_n$, where $\mu$ is a Lagrange multiplier, and set the derivative with respect to each $c_n$ to zero. The derivative of $c_n\ln c_n-c_n$ is $\ln c_n$, so
\begin{equation}
E_n+kT\ln\frac{c_n}{g_nN_s}=n\mu .
\label{mu}
\end{equation}
The left side is the chemical potential of an $n$-mer. Equation \eqref{mu} says that it equals $n$ times that of a monomer. The second derivative of $F/V$ is $kT/c_n>0$, so the stationary point is a minimum. Solving for the concentration,
\begin{equation}
c_n=g_nN_s\exp\left(\frac{n\mu-E_n}{kT}\right).
\end{equation}
Insert this in \eqref{Kdef}. The powers of $e^{\mu/kT}$ cancel because $n=1+(n-1)$, one factor $N_s$ is left in the denominator, and $E_1=0$:
\begin{equation}
K_n=\frac{g_n}{g_1g_{n-1}}\,\frac{1}{N_s}\exp\left(\frac{E_{n-1}-E_n}{kT}\right).
\label{Kn}
\end{equation}
The difference $E_{n-1}-E_n$ is the energy released when one monomer is added. If it has the same value $E_b$ at every step, then $E_n=-(n-1)E_b$. If in addition every $g_n=1$, then
\begin{equation}
K=\frac{1}{N_s}\,e^{E_b/kT}.
\label{K}
\end{equation}
Equal binding energies alone do not make the constants equal: the ratio $g_n/(g_1g_{n-1})$ must also be independent of $n$. In general, it is the product of this ratio and the exponential in \eqref{Kn} that must not depend on $n$. If the vibrations of the crystal change on binding, $E_n$ is replaced by the corresponding free energy and the argument is unchanged.

A small lattice gas tests \eqref{K} without assuming mass action. Take a ring of 14 sites on which each pair of occupied neighbours lowers the energy by $2kT$, and give each particle the statistical weight $z=10^{-4}$. A cluster is an unbroken run of occupied sites, so each addition releases $2kT$ and $g_n=1$. Summation over all $2^{14}$ states gives $K_nN_s=7.3905$ for $n=2$, 3 and 4, against $e^2=7.3891$.

The small excess comes from blocked sites. A run of $n$ occupies $n$ sites and needs an empty site at each end, so $n+2$ sites are unavailable to other particles. To leading order in $z$ each such site costs a factor $(1+z)^{-1}$ in the weight. In $K_n$ the exponents combine to $-(n+2)+3+(n+1)=2$, which gives a correction factor $(1+z)^2\simeq1+2\times10^{-4}$, as found.

\subsection*{(b) Concentration as a function of size}

Set $K_n=K$ for all $n\ge2$. Express $c_n$ through $c_1$ and $K$, and find the ratio of successive concentrations.

\paragraph{Solution.} Equation \eqref{Kdef} now reads $c_n=(Kc_1)c_{n-1}$. Each step multiplies the concentration by the same dimensionless number
\begin{equation}
x=Kc_1 .
\end{equation}
Starting from $c_1$ and taking $n-1$ steps gives
\begin{equation}
c_n=x^{n-1}c_1=K^{n-1}c_1^{\,n}=\frac{x^n}{K},
\label{geom}
\end{equation}
where the last form uses $c_1=x/K$. The concentrations form a geometric sequence with ratio $x$.

This does not yet settle which species is the most numerous. The sequence falls if $x<1$, is flat if $x=1$ and rises if $x>1$. The value of $x$ is set by how many defects there are.

\subsection*{(c) Conservation of defects}

Find $x$ as a function of $\kappa=KC$. Decide whether monomers are the most numerous species for every finite $C$, and examine small and large $\kappa$.

\paragraph{Solution.} Multiply \eqref{content} by $K$ and insert \eqref{geom}:
\begin{equation}
\kappa=\sum_{n=1}^{\infty}n\,x^n .
\end{equation}
If $x\ge1$, the terms do not tend to zero and the sum is infinite. A finite content therefore requires $x<1$. For $0<x<1$ the geometric series is $\sum_{n\ge1}x^n=x/(1-x)$. Applying $x\,d/dx$ to both sides brings down a factor $n$ on the left, so
\begin{equation}
\kappa=x\,\frac{d}{dx}\frac{x}{1-x}
=x\,\frac{(1-x)+x}{(1-x)^2}
=\frac{x}{(1-x)^2}.
\label{kappa}
\end{equation}
The right side rises continuously from 0 to infinity as $x$ goes from 0 to 1, since its derivative is $(1+x)/(1-x)^3>0$. Each finite positive $\kappa$ thus has one solution, and that solution has $x<1$. Consequently
\begin{equation}
c_1>c_2>c_3>\cdots
\end{equation}
for every finite content. Monomers are the most numerous species, however large $K$ may be.

To solve for $x$, multiply \eqref{kappa} by $(1-x)^2$ and collect powers:
\begin{equation}
\kappa x^2-(1+2\kappa)x+\kappa=0 .
\end{equation}
The discriminant is $(1+2\kappa)^2-4\kappa^2=1+4\kappa$. The product of the roots is 1, so one lies above 1 and the other below. The root below 1 takes the minus sign:
\begin{equation}
x=\frac{1+2\kappa-\sqrt{1+4\kappa}}{2\kappa}.
\label{x}
\end{equation}

When $\kappa\ll1$, write \eqref{kappa} as $x=\kappa(1-x)^2$ and put $x\simeq\kappa$ on the right. Then $x\simeq\kappa(1-2\kappa)$ and $c_1\simeq C(1-2\kappa)$: nearly all defects are isolated. The loss $2\kappa C$ is the content of the dimers, which number $x^2/K\simeq\kappa C$ per volume and hold two defects each.

When $\kappa\gg1$, $x$ is close to 1 and \eqref{kappa} gives $1-x\simeq\kappa^{-1/2}$. The monomer concentration $c_1=x/K$ then approaches the ceiling $1/K$. Further defects lengthen the distribution and hardly raise $c_1$.

Equation \eqref{geom} describes a large system. For a finite one, the mean numbers of clusters can be found by summing over all ways of dividing a fixed number of defects into clusters, each division weighted as in part (a). At $\kappa=8.64$, the largest relative difference from \eqref{geom} among sizes 1 to 8 is 0.82\,\% for 200 defects and 0.20\,\% for 800. It falls about fourfold when the number of defects rises fourfold.

\subsection*{(d) What ``most numerous'' does and does not say}

Find the monomers' share of all clusters, their share of all defects, the mean cluster size, and the size that holds the most defects. At what $\kappa$ do monomers cease to be a majority of clusters?

\paragraph{Solution.} The concentration of clusters of all sizes, monomers included, is
\begin{equation}
\sum_n c_n=\frac1K\,\frac{x}{1-x}.
\end{equation}
Dividing $c_1=x/K$ by this sum, and then by $C=x/[K(1-x)^2]$, gives the two shares:
\begin{equation}
\frac{c_1}{\sum_nc_n}=1-x,\qquad \frac{c_1}{C}=(1-x)^2 .
\label{shares}
\end{equation}
The mean size of a cluster chosen at random is
\begin{equation}
\bar n=\frac{C}{\sum_nc_n}=\frac{1}{1-x}.
\end{equation}
If a defect is chosen at random instead, an $n$-mer is found with a probability proportional to $nc_n$. The mean size seen by a defect needs one more sum, obtained by applying $x\,d/dx$ to \eqref{kappa}:
\begin{equation}
\sum_n n^2x^n=x\,\frac{1+x}{(1-x)^3},\qquad
\bar n_{\rm d}=\frac{\sum_n n^2c_n}{\sum_n nc_n}=\frac{1+x}{1-x}.
\end{equation}

The defects held by size $n$ number $nc_n$, and
\begin{equation}
\frac{nc_n}{(n-1)c_{n-1}}=\frac{nx}{n-1}.
\end{equation}
This exceeds 1 when $nx>n-1$, that is, when $n<1/(1-x)$. The quantity $nc_n$ therefore rises up to the integer part of $1/(1-x)$ and falls beyond it. If $1/(1-x)$ is itself an integer $m>1$, sizes $m-1$ and $m$ tie.

Monomers are half of all clusters when $1-x=\tfrac12$. Equation \eqref{kappa} then gives $\kappa=\tfrac12/\tfrac14=2$. At the same point $2c_2=c_1$, since $c_2/c_1=x=\tfrac12$. For $\kappa>2$ monomers are a minority of clusters and dimers hold more defects than monomers do, although monomers still outnumber each other size taken separately.

\subsection*{(e) Self-interstitials in implanted silicon}

A light implant leaves an excess dose of $2\times10^{13}$ self-interstitials per $\mathrm{cm^2}$, spread evenly over 200 nm. The silicon is annealed at $800\,^\circ$C. Take $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$, $g_n=1$ and $E_b=1.2$ eV for every addition. Find the distribution and its sensitivity to $T$ and $E_b$.

\paragraph{Solution.} The content is $C=(2\times10^{13})/(2\times10^{-5})=10^{18}\ \mathrm{cm^{-3}}$. At 1073 K, $kT=0.09248$ eV, and \eqref{K} gives
\begin{equation}
K=\frac{e^{1.2/0.09248}}{5\times10^{22}}\ \mathrm{cm^3}=8.64\times10^{-18}\ \mathrm{cm^3},
\qquad \kappa=8.64 .
\end{equation}
From \eqref{x},
\begin{equation}
x=\frac{1+17.28-\sqrt{35.56}}{17.28}=0.713 .
\end{equation}
The monomer concentration is $c_1=x/K=8.25\times10^{16}\ \mathrm{cm^{-3}}$. Repeated multiplication by 0.713 gives $5.88$, $4.19$ and $2.99\times10^{16}\ \mathrm{cm^{-3}}$ for sizes 2, 3 and 4.

Monomers lead, but they are $1-x=29\,\%$ of clusters and hold $(1-x)^2=8.2\,\%$ of the defects. The mean size is $1/0.287=3.5$, and the mean size seen by a defect is 6.0. Trimers hold the largest share of defects, 12.6\,\%, in agreement with the integer part of 3.5.

With $C$ and $E_b$ held fixed, the monomers' share of defects is 2.6\,\% at $700\,^\circ$C and 20\,\% at $900\,^\circ$C, because heating lowers $K$. With $C$ and $T$ held fixed, it is 19\,\% for $E_b=1.1$ eV and 3.2\,\% for 1.3 eV. A change of 0.1 eV multiplies $\kappa$ by $e^{0.1/0.09248}=2.9$. The order of the species is the same in all these cases, while the shares depend strongly on the inputs.

\section*{Second half: where the ordering survives and where it fails}

The symbols carried over are these. The concentration of $n$-mers is $c_n$, the conserved content is $C=\sum_n nc_n$, and $K_n=c_n/(c_1c_{n-1})$. For a lattice with $N_s$ sites per volume, $g_n$ configurations per site and energy $E_n$ relative to isolated defects,
\begin{equation}
K_n=\frac{g_n}{g_1g_{n-1}N_s}\exp\left(\frac{E_{n-1}-E_n}{kT}\right).
\label{Kn2}
\end{equation}
If all $K_n$ equal $K$ and size is unlimited, then
\begin{equation}
c_n=\frac{x^n}{K},\qquad x=Kc_1<1,\qquad \kappa=KC=\frac{x}{(1-x)^2}.
\label{recap}
\end{equation}
The silicon example has $T=1073$ K, $kT=0.09248$ eV, $C=10^{18}\ \mathrm{cm^{-3}}$, $E_b=1.2$ eV, $K=8.64\times10^{-18}\ \mathrm{cm^3}$, $\kappa=8.64$ and $x=0.713$. Each part below changes one assumption and keeps these values otherwise. In parts (g) to (i), $x$ still denotes $Kc_1$, but its value must be found again from conservation.

\subsection*{(f) Binding that strengthens with size}

Suppose that $K_n$ is not constant but never decreases with $n$, and that size is still unlimited. Do monomers remain the most numerous species? Apply the answer to clusters in which each addition after the dimer releases 0.3 eV more than the first.

\paragraph{Solution.} The ratio of successive concentrations is now
\begin{equation}
\frac{c_n}{c_{n-1}}=K_nc_1 .
\end{equation}
Suppose that $K_mc_1\ge1$ for some $m$. Since later constants are no smaller, $K_nc_1\ge1$ for all $n\ge m$. The concentrations then never fall below $c_{m-1}$ from that size on, and
\begin{equation}
C\ge\sum_{n\ge m}n\,c_n\ge c_{m-1}\sum_{n\ge m}n=\infty .
\end{equation}
This contradicts a finite content. Hence, in any equilibrium with finite content, $K_nc_1<1$ for every $n$, and each species is rarer than the one before it. Equality of the constants is therefore sufficient for the ordering but not necessary. What is lost is the geometric law, because the ratio now varies with size.

An equilibrium with the given content need not exist, however. If $K_n$ grows without bound, $K_nc_1$ eventually passes 1 for any $c_1>0$, and the content diverges. If $K_n$ rises slowly to a limit, the content can have a finite maximum. For example, $K_n=K(1-1/n)^3$ gives $c_n=x^n/(Kn^3)$ with $x=Kc_1\le1$, so the content cannot exceed $\sum_n1/(Kn^2)=\pi^2/(6K)$. Defects beyond such a maximum collect in ever larger clusters. The ordering is proved only where an equilibrium exists.

In the example, the stronger binding multiplies each later constant by $e^{0.3/0.09248}=25.64$. Solving the conservation condition numerically, with sizes up to 2000, gives $c_2/c_1=0.0385$ and $c_3/c_2=25.64\times0.0385=0.987$. The second ratio then repeats for all larger sizes. The concentrations fall at every step, as the proof requires.

Monomers now outnumber dimers 26 to 1, yet they hold 0.45\,\% of the defects, compared with 8.2\,\% for constant $K$. Compared with constant $K$, there are fewer clusters but they are much longer. Two effects contribute. Strengthening every step by 0.3 eV would raise the mean size from 3.5 to 15, and leaving the first step at its original strength raises it further, to 57. A large ratio $c_1/c_2$ is thus no evidence that most defects are isolated.

With one equilibrium constant for every size and no largest size, monomers are the most numerous species at any finite defect content, though they may hold few of the defects; the ordering also survives constants that never decrease with size, wherever an equilibrium exists. It remains to see how a largest size, one especially stable size or several orientations can overturn the ordering, and whether the equilibrium has time to form and lasts.

Numbers in the example were calculated in double precision.
